# Interface-state growth as t^(1/4) when atomic hydrogen diffuses: a numerical check

```python
"""Reaction-diffusion growth of interface states with atomic hydrogen.

Result under test, for balanced reaction and few broken bonds:
    N(t) = sqrt(Gamma(3/4)/Gamma(5/4)) * sqrt(K) * (D*t)**(1/4)
N: interface states per area; K = k_f*N_sites/k_r; D: diffusivity;
k_f, k_r: bond breaking and repassivation constants; t: stress time.
The full kinetic and diffusion equations are integrated by finite volumes,
without assuming reaction balance or a power law. Lengths in nm, times in s.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma

N_sites = 0.05
k_f = 0.002
k_r = 1.0e4
D = 0.25
thickness = 1000.0
kappa = 1.0e5       # surface [H2] = kappa*[H]**2, in nm^3
initial_dose = 2.0e-4
K = k_f * N_sites / k_r

# Fine cells at the interface, wide cells deep in the oxide.
n_cells = 400
grid_scale = 0.5
faces = grid_scale * np.sinh(
    np.linspace(0.0, np.arcsinh(thickness / grid_scale), n_cells + 1))
widths = np.diff(faces)
centres = 0.5 * (faces[1:] + faces[:-1])
spacings = np.diff(centres)
conductance = D / centres[0]
log_times = np.linspace(-2.2, 4.2, 129)
times = 10.0 ** log_times


def index_at(time):
    return int(np.argmin(np.abs(log_times - np.log10(time))))


def interface(N, first_cell, deplete, molecular):
    """Net bond-breaking rate and atomic concentration at the interface."""
    forward = k_f * (N_sites - (N if deplete else 0.0))
    if molecular:
        a = 2.0 * conductance * kappa
        b = k_r * N
        source = forward + 2.0 * conductance * first_cell
        atoms = 2.0 * source / (b + np.sqrt(b * b + 4.0 * a * source))
    else:
        atoms = (forward + conductance * first_cell) / (k_r * N + conductance)
    return forward - k_r * N * atoms, atoms


def simulate(deplete=True, molecular=False, dose=0.0):
    """Integrate N and cell concentrations; the outer face is blocked."""
    start = np.zeros(n_cells + 1)
    start[0] = dose
    near = centres < 20.0
    start[1:][near] = dose / widths[near].sum()
    atoms_per_particle = 2.0 if molecular else 1.0

    def rates(_, state):
        net, _atoms = interface(state[0], state[1], deplete, molecular)
        flux = np.zeros(n_cells + 1)
        flux[0] = net / atoms_per_particle
        flux[1:-1] = -D * np.diff(state[1:]) / spacings
        return np.concatenate(([net], -np.diff(flux) / widths))

    result = solve_ivp(rates, (0.0, times[-1] * 1.000001), start,
                       method="LSODA", t_eval=times, rtol=1e-8, atol=1e-15,
                       lband=1, uband=1)
    assert result.success, result.message
    N, concentration = result.y[0], result.y[1:]
    _, surface_atoms = interface(N, concentration[0], deplete, molecular)
    slope = np.gradient(np.log(N), np.log(times))
    return N, concentration, surface_atoms, slope


def response(exponent):
    """Surface-response coefficient for N proportional to t**exponent."""
    return gamma(1.0 + exponent) / gamma(exponent + 0.5)


# The flux convolution at t=1 and D=1, with s=sin(theta)**4.
response_quad = quad(
    lambda theta: 1.0 / np.sqrt(np.pi * (1.0 + np.sin(theta)**2)),
    0.0, np.pi / 2.0)[0]
assert abs(response_quad - response(0.25)) < 1e-10

prefactor = np.sqrt(gamma(0.75) / gamma(1.25))
A = prefactor * np.sqrt(K) * D**0.25
law = A * times**0.25
early, late = index_at(0.01), index_at(1.0e4)

# Constant supply of bonds isolates the diffusion-limited law.
N_ideal, H_ideal, surface_ideal, slope_ideal = simulate(deplete=False)
assert abs(N_ideal[early] / (k_f * N_sites * times[early]) - 1.0) < 0.005
assert abs(slope_ideal[early] - 1.0) < 0.01
assert abs(slope_ideal[late] - 0.25) < 1e-3
assert abs(N_ideal[late] / law[late] - 1.0) < 2e-3
balance = N_ideal * surface_ideal / K
assert abs(balance[late] - 1.0) < 1e-3
surface_law = A * response(0.25) * times[late]**-0.25 / np.sqrt(D)
assert abs(surface_ideal[late] / surface_law - 1.0) < 2e-3
assert H_ideal[-1, late] / surface_ideal[late] < 1e-6

# Finite bond supply gives the first correction to the power law.
N_full, H_full, _, slope_full = simulate()
depletion_coefficient = response(0.25) / (response(0.25) + response(0.5))
loss_predicted = depletion_coefficient * law[late] / N_sites
loss_simulated = 1.0 - N_full[late] / N_ideal[late]
assert abs(loss_simulated - loss_predicted) < 3e-4

# A different initial history cannot increase the summed difference.
N_dosed, H_dosed, _, _ = simulate(dose=initial_dose)
difference = np.abs(N_dosed - N_full)
distance = difference + widths @ np.abs(H_dosed - H_full)
distance = np.concatenate(([2.0 * initial_dose], distance))
assert np.all(np.diff(distance) < 1e-5 * distance[0])
assert np.all(difference <= initial_dose * (1.0 + 1e-5))
assert difference[late] / N_full[late] < 0.01

# Molecular transport changes the exponent.
N_mol, _, _, slope_mol = simulate(deplete=False, molecular=True)
law_mol = (2.0 * kappa * K**2 * np.sqrt(D * times[late])
           / response(1.0 / 6.0))**(1.0 / 3.0)
assert abs(slope_mol[late] - 1.0 / 6.0) < 1e-3
assert abs(N_mol[late] / law_mol - 1.0) < 3e-3

crossover = (A / (k_f * N_sites))**(4.0 / 3.0)
print(f"Bond density N0 = {N_sites:.3f} nm^-2")
print(f"Breaking constant k_F = {k_f:.4f} s^-1")
print(f"Repassivation constant k_R = {k_r:.1e} nm^3/s")
print(f"Diffusivity D = {D:.3f} nm^2/s")
print(f"Oxide thickness L = {thickness:.0f} nm")
print(f"Balance constant K = {K:.3e} nm^-5")
print(f"g(1/4), Gamma formula = {response(0.25):.6f}")
print(f"g(1/4), quadrature = {response_quad:.6f}")
print(f"Dimensionless prefactor = {prefactor:.5f}")
print(f"Growth coefficient A = {A:.5e} nm^-2 s^(-1/4)")
print(f"Early/late crossover t1 = {crossover:.3f} s")
print(f"Diffusion length at t1 = {np.sqrt(D * crossover):.3f} nm")
print(f"Thickness time L^2/(4D) = {thickness**2 / (4 * D):.3e} s")
print(f"Bond exhaustion time (N0/A)^4 = {(N_sites / A)**4:.3e} s")
print("Constant bond supply: t [s], N [nm^-2], law [nm^-2],")
print("  local exponent, balance ratio N*H(0,t)/K")
for time in (0.01, 1.0, 10.0, 100.0, 1000.0, 10000.0):
    i = index_at(time)
    print(f"  {time:8.2f} {N_ideal[i]:.5e} {law[i]:.5e} "
          f"{slope_ideal[i]:.5f} {balance[i]:.5f}")
print("Values at 10000 s:")
print(f"  diffusion length sqrt(Dt) = {np.sqrt(D * times[late]):.2f} nm")
print(f"  surface H, simulation = {surface_ideal[late]:.5e} nm^-3")
print(f"  surface H, law = {surface_law:.5e} nm^-3")
print(f"  N with finite bond supply = {N_full[late]:.5e} nm^-2")
print(f"  same N converted = {N_full[late] * 1e14:.4e} cm^-2")
print(f"  broken fraction N/N0 = {100 * N_full[late] / N_sites:.3f} %")
print(f"  exponent with finite supply = {slope_full[late]:.5f}")
print(f"  depletion coefficient c = {depletion_coefficient:.5f}")
print(f"  depletion loss, simulation = {100 * loss_simulated:.3f} %")
print(f"  depletion loss, formula = {100 * loss_predicted:.3f} %")
print(f"Initial extra N and H dose, each = {initial_dose:.2e} nm^-2")
print("Difference in N between the two histories:")
for time in (1.0, 100.0, 10000.0):
    print(f"  at {time:.0f} s = {difference[index_at(time)]:.2e} nm^-2")
print(f"H2 conversion constant kappa = {kappa:.1e} nm^3")
print(f"H2 case at 10000 s, N simulation = {N_mol[late]:.5e} nm^-2")
print(f"H2 case at 10000 s, N law = {law_mol:.5e} nm^-2")
print(f"H2 case at 10000 s, exponent = {slope_mol[late]:.5f}")
print("tests ok")
```

It prints:

```
Bond density N0 = 0.050 nm^-2
Breaking constant k_F = 0.0020 s^-1
Repassivation constant k_R = 1.0e+04 nm^3/s
Diffusivity D = 0.250 nm^2/s
Oxide thickness L = 1000 nm
Balance constant K = 1.000e-08 nm^-5
g(1/4), Gamma formula = 0.739669
g(1/4), quadrature = 0.739669
Dimensionless prefactor = 1.16274
Growth coefficient A = 8.22179e-05 nm^-2 s^(-1/4)
Early/late crossover t1 = 0.770 s
Diffusion length at t1 = 0.439 nm
Thickness time L^2/(4D) = 1.000e+06 s
Bond exhaustion time (N0/A)^4 = 1.368e+11 s
Constant bond supply: t [s], N [nm^-2], law [nm^-2],
  local exponent, balance ratio N*H(0,t)/K
      0.01 9.99094e-07 2.59996e-05 0.99864 0.00226
      1.00 6.02787e-05 8.22179e-05 0.53341 0.67862
     10.00 1.40245e-04 1.46206e-04 0.28382 0.96020
    100.00 2.58219e-04 2.59996e-04 0.25526 0.99341
   1000.00 4.61791e-04 4.62345e-04 0.25090 0.99884
  10000.00 8.21997e-04 8.22179e-04 0.25016 0.99979
Values at 10000 s:
  diffusion length sqrt(Dt) = 50.00 nm
  surface H, simulation = 1.21630e-05 nm^-3
  surface H, law = 1.21628e-05 nm^-3
  N with finite bond supply = 8.15868e-04 nm^-2
  same N converted = 8.1587e+10 cm^-2
  broken fraction N/N0 = 1.632 %
  exponent with finite supply = 0.24828
  depletion coefficient c = 0.45493
  depletion loss, simulation = 0.746 %
  depletion loss, formula = 0.748 %
Initial extra N and H dose, each = 2.00e-04 nm^-2
Difference in N between the two histories:
  at 1 s = 1.57e-04 nm^-2
  at 100 s = 6.89e-05 nm^-2
  at 10000 s = 3.92e-06 nm^-2
H2 conversion constant kappa = 1.0e+05 nm^3
H2 case at 10000 s, N simulation = 1.13403e-03 nm^-2
H2 case at 10000 s, N law = 1.13435e-03 nm^-2
H2 case at 10000 s, exponent = 0.16689
tests ok
```
